# Counting Distinct Alloy Configurations in a Supercell with Pólya's Theorem

Take a simple cubic lattice and a supercell of two lattice spacings along each axis, repeated periodically. It has eight sites, $s=(x,y,z)$ with each coordinate 0 or 1 modulo 2, and they can be drawn as the corners of a cube. Four sites are to hold A atoms and four B atoms. There are $\binom84=70$ ways to do this, but many differ only by a symmetry of the lattice and have the same energy. How many different energies could a calculation have to supply?

Adding 1 to a coordinate modulo 2 exchanges two opposite faces of the cube, and the axes may be permuted. Together these give $8\times 6=48$ permutations of the corners, which are all the rotations and reflections of a cube. The four B atoms can then be sorted by eye:

- a face of the cube: 6 ways;
- a regular tetrahedron: 2 ways;
- two diagonally opposite parallel edges: 6 ways;
- a corner with its three neighbours: 8 ways;
- a non-planar chain of three edges: 24 ways;
- three corners of a face and a fourth corner adjacent to none of them: 24 ways.

These add up to 70, and within each class any member can be carried to any other, so there are 6 distinct arrangements. Dividing 70 by 48 gives 1.46, which is not even an integer. The division fails because a symmetric arrangement has fewer than 48 images: the tetrahedron has two. A correct count must account for this symmetry without listing the arrangements.

For the general problem, let $\Lambda$ be a parent Bravais lattice with one site per primitive cell, and $L$ a superlattice of it. The supercell has $N=|\Lambda/L|$ sites. A colouring $c$ assigns one of $k$ species to each site, with $n_i$ sites of species $i$ and $\sum_i n_i=N$. The symmetry operations are

$$
g:\; s\mapsto Rs+t \pmod L,\qquad t\in\Lambda,\qquad RL=L,
$$

where $R$ belongs to the point group of $\Lambda$. The condition $RL=L$ ensures that sites equal modulo $L$ stay equal. Translations in $L$ do nothing, so $t$ is taken modulo $L$, and the operations form a finite group $G$. An operation acts on a colouring by $(gc)(s)=c(g^{-1}s)$: it carries the atoms along. Improper operations are included, so mirror images count as one arrangement. Species are not interchanged, so swapping A and B in general gives a different arrangement.

Different operations may induce the same permutation of sites. In the eight-site cell $-x\equiv x$ modulo 2, so the eight choices of sign in $R$ have no effect, and the $48\times8=384$ operations give 48 permutations. In general the operations that move no site form a subgroup $K$, and two operations induce the same permutation when they differ by an element of $K$. Each permutation therefore occurs $|K|$ times, and an average over operations equals an average over distinct permutations.

The colourings related to $c$ by $G$ form its orbit, and the operations with $gc=c$ form its stabilizer $\mathrm{Stab}(c)$. Two operations $g,h$ give the same image, $gc=hc$, when $h^{-1}g$ is in the stabilizer. Each image is thus reached by $|\mathrm{Stab}(c)|$ operations, and

$$
|\mathrm{orbit}(c)|\;|\mathrm{Stab}(c)|=|G| .
$$

Let $M(n)$ be the number of orbits at composition $n=(n_1,\dots,n_k)$, and $F_g(n)$ the number of colourings of that composition left unchanged by $g$. Permutations conserve composition, so the argument can be carried out at fixed $n$. Count the pairs $(g,c)$ with $gc=c$, first by operation and then by colouring:

$$
\sum_{g\in G}F_g(n)=\sum_c|\mathrm{Stab}(c)|=\sum_c\frac{|G|}{|\mathrm{orbit}(c)|}=|G|\,M(n).
$$

In the last step each orbit contains $|\mathrm{orbit}(c)|$ terms equal to $|G|/|\mathrm{orbit}(c)|$, so it contributes $|G|$. Hence

$$
M(n)=\frac1{|G|}\sum_{g\in G}F_g(n).
$$

It remains to find $F_g(n)$. The equation $gc=c$ says $c(g^{-1}s)=c(s)$ for every site, so the species is constant along each cycle of $g$. Conversely, any colouring that is constant on cycles is unchanged. A cycle of length $l$ can be filled with species $i$, which uses $l$ atoms of that species. Marking each atom of species $i$ by a factor $x_i$, the choices for this cycle are recorded by

$$
p_l=x_1^l+x_2^l+\dots+x_k^l .
$$

The cycles are filled independently, so their factors multiply. If $g$ has $c_l(g)$ cycles of length $l$, then

$$
F_g(n)=[x_1^{n_1}\cdots x_k^{n_k}]\prod_l p_l^{\,c_l(g)},
$$

where the bracket means "the coefficient of". The average of the products is the cycle index,

$$
Z_G(p_1,p_2,\dots)=\frac1{|G|}\sum_{g\in G}\prod_l p_l^{\,c_l(g)},
$$

and the count at fixed composition is Pólya's result,

$$
M(n)=[x_1^{n_1}\cdots x_k^{n_k}]\;Z_G(p_1,p_2,\dots).
$$

Setting every $x_i=1$ adds up all compositions. Then $p_l=k$, and the total is $|G|^{-1}\sum_g k^{c(g)}$, with $c(g)$ the number of cycles of $g$.

For the eight-site cell the cycles can be found by hand. Write a permutation as $s\mapsto Ps+t$ modulo 2, where $P$ permutes the axes, and write $1^42^2$ for four cycles of length 1 and two of length 2.

If $P$ is the identity, $t=0$ gives $1^8$, and the seven other translations give $2^4$.

If $P$ exchanges two axes, say $x$ and $y$, applying the operation twice is a translation by $(t_x+t_y,\,t_x+t_y,\,0)$. For $t_x\ne t_y$ this is a nonzero translation, which fixes no site, while four applications give the identity; the type is $4^2$. For $t_x=t_y$ two applications give the identity. A fixed site needs $t_z=0$ and $x+y\equiv t_x$. With $t_z=0$ there are four such sites, giving $1^42^2$; with $t_z=1$ there are none, giving $2^4$. The three exchanges thus supply $3\times4=12$ permutations $4^2$, $3\times2=6$ of type $1^42^2$ and $3\times2=6$ of type $2^4$, which makes 13 of the last type in all.

If $P$ is one of the two cyclic permutations of the axes, three applications translate by $(\tau,\tau,\tau)$ with $\tau=t_x+t_y+t_z$. A fixed site obeys $s-Ps\equiv t$. The left side has even coordinate sum, and it vanishes for the two sites $(0,0,0)$ and $(1,1,1)$. It therefore takes $8/2=4$ values, which are all the vectors of even sum, each for two sites. For $\tau=0$ there are two fixed sites and the rest form 3-cycles: $1^23^2$, for $2\times4=8$ permutations. For $\tau=1$ the third power fixes nothing and the sixth is the identity, so the cycle lengths are 2 or 6. The square is again a cyclic permutation of axes, with shift $Pt+t$ of even sum, so it fixes two sites. These form one 2-cycle, and the type is $2^16^1$, again for 8 permutations.

The cycle index is therefore

$$
Z=\tfrac1{48}\left(p_1^8+6p_1^4p_2^2+13p_2^4+12p_4^2+8p_1^2p_3^2+8p_2p_6\right).
$$

For two species put $x_1=1$ and $x_2=x$, so that $p_l=1+x^l$ and the power of $x$ counts B atoms. The coefficients of $x^4$ are:

- $(1+x)^8$: $\binom84=70$;
- $(1+x)^4(1+x^2)^2$: $1\cdot1+6\cdot2+1\cdot1=14$, with 4, 2 or 0 B atoms on the fixed sites;
- $(1+x^2)^4$: $\binom42=6$;
- $(1+x^4)^2$: $2$;
- $(1+x)^2(1+x^3)^2$: $2\cdot2=4$;
- $(1+x^2)(1+x^6)$: $0$.

Thus

$$
M=\frac{70+6\cdot14+13\cdot6+12\cdot2+8\cdot4+0}{48}=\frac{288}{48}=6,
$$

in agreement with the sorting by eye.

For larger cells the coefficient is best built up one cycle at a time. Let $W_j(u)$ be the number of ways to fill the first $j$ cycles with $u_i$ atoms of each species $i$, and let $l_j$ be the length of cycle $j$. The last cycle filled has some species $i$, so

$$
W_j(u)=\sum_{i=1}^k W_{j-1}(u-l_je_i),\qquad W_0(0)=1,
$$

where $e_i$ adds one atom of species $i$ and terms with a negative entry are zero. States with $u_i>n_i$ can be dropped, since entries never decrease. After the last cycle, $W(n)=F_g(n)$. The arithmetic is in integers, and operations with the same cycle type need one evaluation between them.

Now consider an fcc parent and a supercell of $2\times2\times2$ conventional cubes, with $8\times4=32$ sites. In units of half the cube edge the sites are integer triples of even sum, modulo 4. The cell is cubic, so all 48 point operations are kept, and with 32 translations there are 1536 operations. In this cell they all induce different permutations. The table gives their cycle types, and the number of colourings each operation fixes with 16 A and 16 B atoms.

| Cycle type | Operations | $F_g$ at 16:16 |
|---|---:|---:|
| $1^{32}$ | 1 | 601080390 |
| $1^{16}2^8$ | 6 | 1901638 |
| $1^82^{12}$ | 64 | 110022 |
| $2^{16}$ | 137 | 12870 |
| $1^23^{10}$ | 128 | 504 |
| $1^42^24^6$ | 96 | 310 |
| $2^44^6$ | 96 | 150 |
| $4^8$ | 432 | 70 |
| $1^23^26^4$ | 128 | 24 |
| $8^4$ | 192 | 6 |
| $2^16^5$ | 256 | 0 |

Two B atoms provide a case that can be checked by geometry. A permutation fixes such a colouring if both B atoms sit on fixed sites or together fill a 2-cycle, so $F_g=\binom{c_1}{2}+c_2$. Going down the table,

$$
496+6\cdot128+64\cdot40+137\cdot16+128\cdot1+96\cdot8+96\cdot4+0+128\cdot1+0+256\cdot1=7680,
$$

and $7680/1536=5$. Directly, a translation brings one B atom to the origin, and the other lies at a nonzero vector modulo 4. Changing signs and permuting axes sorts the 31 such vectors into the classes $(0,1,1)$, $(0,0,2)$, $(1,1,2)$, $(0,2,2)$ and $(2,2,2)$, with 12, 3, 12, 3 and 1 members. There are five classes, as found.

At 16:16, multiplying the columns of the table and adding gives

$$
\sum_gF_g=621437952,\qquad M=\frac{621437952}{1536}=404582 .
$$

The identity alone would give $601080390/1536\approx391328$. Since no $F_g$ is negative, this quotient is a lower bound on $M$. When several operations induce the same permutation, dividing by the number of distinct permutations, $|G|/|K|$, gives the sharper bound, because the identity permutation then occurs $|K|$ times in the sum; in this cell $|K|=1$. The ratio of $M$ to the quotient by $|G|$ has a direct meaning:

$$
\frac{|G|\,M(n)}{\text{number of colourings}}=\frac{\sum_c|\mathrm{Stab}(c)|}{\sum_c1},
$$

which is the average number of operations that leave a colouring unchanged. For the 32-site cell:

| B atoms | Colourings | Distinct | Average stabilizer |
|---:|---:|---:|---:|
| 1 | 32 | 1 | 48 |
| 2 | 496 | 5 | 15.5 |
| 4 | 35960 | 71 | 3.03 |
| 8 | 10518300 | 8043 | 1.17 |
| 16 | 601080390 | 404582 | 1.034 |

A single B atom keeps the whole point group about its site, which accounts for the 48. At 16:16 a typical colouring has no symmetry but the identity, and simple division falls short of $M$ by about 3% of $M$. More than half of the excess over the identity term, $6\times1901638\approx1.14\times10^7$ out of $2.04\times10^7$, comes from six operations. They are the reflections $z\mapsto-z$ and $z\mapsto2-z$ and their counterparts along $x$ and $y$. Each fixes two atomic planes of eight sites, which leaves much freedom to the colouring.

These reflections fix half the sites because the cell is only four planes thick. Half is the most that any permutation other than the identity can fix, and this limits the excess in large cells. The sites fixed by $s\mapsto Rs+t$ satisfy $(1-R)s\equiv t$ modulo $L$. If there are any, they form a shifted copy of the subgroup of $\Lambda/L$ on which $(1-R)s\equiv0$. For a permutation other than the identity this subgroup is not all of $\Lambda/L$, or else the operation would be a nonzero translation and fix nothing. A proper subgroup holds at most half the elements, so at most $N/2$ sites are fixed. The other cycles have length at least 2, and the number of cycles is at most $N/2+N/4=3N/4$. For two species this gives $F_g\le2^{3N/4}$. At equal composition the number of colourings is the largest of the $N+1$ binomial coefficients that add up to $2^N$, so it is at least $2^N/(N+1)$. With at most $48N$ distinct permutations, the relative excess over the identity term obeys

$$
\frac{\sum_{g\neq1}F_g}{\binom N{N/2}}\le 48N(N+1)\,2^{-N/4},
$$

where the sum runs over distinct permutations. The relative excess vanishes as $N\to\infty$. At $N=32$ the right side is about 198, so the bound describes the limit and says nothing useful about this cell.

The value of counting first is clearest with three species. At composition 16:8:8 the same cell has

$$
\frac{32!}{16!\,8!\,8!}=7735904619300
$$

colourings, of which 5043045954 are distinct. Since $3^{32}<4^{32}=2^{64}$, a colouring fits in eight bytes. A list of the distinct ones would take about 40 gigabytes, and a list of all colourings about 62 terabytes. The cycle index gives this information without generating a single structure, and it suggests sampling or a smaller cell instead of a full enumeration.

The distinct colourings suffice for computing energies, but not for thermal averages with equal weights. A sum over states runs over all colourings, so each representative must carry the weight $|\mathrm{orbit}(c)|=|G|/|\mathrm{Stab}(c)|$. The configurational entropy of the random alloy likewise follows from the number of colourings, not from $M$.

One further question is whether $M(n)$ counts distinct crystals. Call two periodic colourings the same crystal if any symmetry operation of the parent lattice relates them. Operations in $G$ are of this kind, so $M(n)$ is never too small. It can be too large, because a parent operation that does not preserve $L$ may still relate two colourings that both fit in the cell.

A $4\times2\times1$ cell of the simple cubic lattice shows this. Put B atoms on the planes of odd $x$, or on the planes of odd $y$. Both colourings have four B atoms, and a quarter turn about $z$ relates them, so they are one crystal. But the quarter turn does not map the $4\times2\times1$ superlattice onto itself. The operations in $G$ are translations and changes of sign, which keep a pattern depending on $x$ alone dependent on $x$ alone. The two stripe patterns are therefore counted separately. At this composition the Pólya count is 10, while there are 9 crystals.

This can happen only to colourings with a period shorter than the cell. Suppose $c$ is primitive in $L$, meaning that the translations leaving it unchanged are those of $L$. Let a parent operation $h$ with linear part $R$ turn it into another colouring $hc$ that fits in the cell. The periods of $hc$ form the lattice $RL$, which must contain $L$. The two lattices have the same cell volume, so $RL=L$ and $h$ belongs to $G$. Primitive colourings are thus never counted twice.

The composition alone can guarantee that all colourings are primitive. If $c$ is unchanged by a translation $t$ outside $L$, let $o$ be the smallest number of repetitions that brings $t$ into $L$, and let $p$ be a prime factor of $o$. The translation $(o/p)t$ also leaves $c$ unchanged, and has order $p$. Starting from any site it returns after $p$ steps and not before, so all its cycles have length $p$. Every $n_i$ is then a multiple of $p$. Consequently, if the numbers $n_i$ have no common factor greater than 1, every colouring is primitive and $M(n)$ counts crystals correctly for any cell shape. With three B atoms in the $4\times2\times1$ cell, the Pólya count and the number of crystals are both 5. The condition is sufficient but not necessary: with two B atoms both numbers are again 5, although only 2 of these crystals are primitive.

The count is also correct, at every composition, if $L$ is preserved by the whole parent point group, since every parent operation then belongs to $G$. This covers the cubic cells above. The 404582 arrangements at 16:16 are distinct crystals, including any with a shorter period. They are those that fit this one cubic cell; 32-site cells of other shapes need their own cycle indices.

The numerical check checks the counts against orbits built from explicit colourings, for all binary compositions of a 16-site bcc cell and for up to five B atoms in the fcc cell. It also compares the $4\times2\times1$ colourings as crystals in a larger cubic cell.

## Computed results

```
All numbers are dimensionless (counts or ratios)
SC 2x2x2: sites, operations, distinct permutations: 8 384 48
SC cycle type | permutations | fixed colourings at n_B=4
  1^2 3^2 | 8 | 4
  1^4 2^2 | 6 | 14
  1^8 | 1 | 70
  2^1 6^1 | 8 | 0
  2^4 | 13 | 6
  4^2 | 12 | 2
SC distinct colourings, n_B=0..8: 1 1 3 3 6 3 3 1 1 | total 22
BCC 16 sites: operations, binary total by explicit orbits: 768 331
BCC ternary (12, 2, 2): colourings 10920, distinct 50
BCC ternary (11, 3, 2): colourings 43680, distinct 120
FCC 2x2x2 conventional: sites, operations: 32 1536
FCC cycle type | operations | fixed colourings at n_B=16
  1^2 3^2 6^4 | 128 | 24
  1^2 3^10 | 128 | 504
  1^4 2^2 4^6 | 96 | 310
  1^8 2^12 | 64 | 110022
  1^16 2^8 | 6 | 1901638
  1^32 | 1 | 601080390
  2^1 6^5 | 256 | 0
  2^4 4^6 | 96 | 150
  2^16 | 137 | 12870
  4^8 | 432 | 70
  8^4 | 192 | 6
FCC n_B | all colourings | distinct | all/|G| | distinct*|G|/all
  1 | 32 | 1 | 0.021 | 48.00000
  2 | 496 | 5 | 0.323 | 15.48387
  3 | 4960 | 14 | 3.229 | 4.33548
  4 | 35960 | 71 | 23.411 | 3.03270
  5 | 201376 | 223 | 131.104 | 1.70094
  8 | 10518300 | 8043 | 6847.852 | 1.17453
  12 | 225792840 | 154379 | 147000.547 | 1.05019
  16 | 601080390 | 404582 | 391328.379 | 1.03387
FCC binary, all compositions: colourings, distinct: 4294967296 2912042
FCC pair vectors (half edges): sites reached: (0, 0, 2):3, (0, 1, 1):12, (0, 2, 2):3, (1, 1, 2):12, (2, 2, 2):1
FCC ternary (16, 8, 8): colourings 7735904619300, distinct 5043045954
SC 4x2x1: operations, distinct permutations: 64 16
SC 4x2x1 n_B | Polya count | distinct crystals | primitive crystals
  1 | 1 | 1 | 1
  2 | 5 | 5 | 2
  3 | 5 | 5 | 5
  4 | 10 | 9 | 5
```
